# What Energy Lets a Slow Ion Free an Electron from Metal?

**Why can a positive ion that moves too slowly to knock an electron out of a metal still cause one to leave, and how much recombination energy must it bring?**

An ion carries energy in two forms. One is its motion. The other is potential energy: it lacks an electron, and energy is released when the vacancy is filled. To see what the second form can do, we first find how little the first can do in a direct collision.

## What the motion can deliver

Treat the metal as a free-electron sea with Fermi energy $E_F$, Fermi speed $v_F=\sqrt{2E_F/m}$ and work function $\phi$. The work function is the energy needed to take an electron from the Fermi level to rest in vacuum. Let a heavy ion of speed $v$ collide elastically with one electron.

In the ion's frame the collision turns the electron's velocity but preserves its speed. That speed is at most $v_F+v$, reached head-on. Back in the laboratory frame the electron's speed is at most $v_F+2v$. Its largest energy above the Fermi level is therefore

$$
T_{\max}=\frac m2\left[(v_F+2v)^2-v_F^2\right]=2mv(v_F+v).
$$

To reach vacuum the electron needs at least $\phi$. Setting $T_{\max}=\phi$ and dividing by $2m$ gives

$$
v^2+v_Fv-\frac{\phi}{2m}=0 .
$$

Since $1/(2m)=v_F^2/(4E_F)$, the positive root is

$$
v_{\rm th}=\frac{v_F}{2}\left(\sqrt{1+\frac{\phi}{E_F}}-1\right).
$$

Take round values in the rough range of copper, $\phi=4.5$ eV and $E_F=7.0$ eV. Then $v_F=1.57\times10^6$ m/s and $v_{\rm th}=2.21\times10^5$ m/s, which for argon means a kinetic energy of 10.1 keV. An argon ion of 100 eV moves at $2.20\times10^4$ m/s and can transfer at most 0.40 eV in such a collision. This is far below 4.5 eV. The estimate covers binary collisions with free electrons; collective or many-atom processes are outside it.

## How the vacancy pays for emission

When the ion comes within reach of the metal's electrons, one of them can tunnel into the vacancy. The energy released need not appear as light. Through the Coulomb repulsion between electrons it can pass to a second metal electron. This is Auger neutralization. It changes the state of two electrons: one ends in the atom, and the other may end in vacuum.

Let $I'$ be the energy released when an electron at rest in vacuum fills the vacancy while the ion is near the surface. Let the two metal electrons have binding energies $d_1$ and $d_2$, measured downward from the vacuum level. The energy balance can be followed in three steps:

1. Taking the first electron to rest in vacuum costs $d_1$.
2. Letting it fall into the ion returns $I'$.
3. Taking the second electron to rest in vacuum costs $d_2$.

What remains is the kinetic energy of the second electron outside:

$$
E=I'-d_1-d_2 .
$$

The order of these steps is bookkeeping and not a claim about the motion. Energy conservation compares the initial and final states.

At zero temperature the occupied levels end at the Fermi level, so $d_1\ge\phi$ and $d_2\ge\phi$. Hence

$$
E\le E_{\max}=I'-2\phi .
$$

An electron that escapes with nonzero kinetic energy has $E>0$, which requires

$$
\boxed{I'>2\phi}
$$

One work function pays for the electron that is captured, and the other for the electron that leaves. The captured electron never appears in vacuum, but it had to be taken from the metal, and this lowers the energy available to its partner.

The bound does not depend on treating the electrons as independent. If $\mathcal E(N)$ is the ground-state energy of a macroscopic metal with $N$ electrons, removing one electron costs $\phi$, and removing the next costs $\phi$ again, because the charging energy of a large body is negligible. Thus $\mathcal E(N-2)-\mathcal E(N)=2\phi$. Any excitation left in the metal raises the cost. The assumptions are that the ion starts in its ground state, that it ends as a neutral atom, and that its motion supplies no energy.

## Why the free ionization energy is too large

Tables and atomic calculations give the ionization energy $I$ of an isolated atom. Near a metal, $I'$ is smaller. Let the ion have charge $+e$ and stand at distance $z$ from the plane that bounds an ideal conductor. A fictitious charge $-e$ at the mirror position makes the potential vanish everywhere on that plane, because each point of the plane is equally far from both charges. The field outside is therefore that of the ion and its image. The two are $2z$ apart, so the ion is attracted with force

$$
F(z)=\frac{e^2}{4\pi\varepsilon_0(2z)^2}=\frac{e^2}{16\pi\varepsilon_0z^2}.
$$

As the ion comes from infinity to distance $s$, this force does the work

$$
\Delta(s)=\int_s^\infty F(z)\,dz
=\frac{e^2}{16\pi\varepsilon_0}\left[-\frac1z\right]_s^\infty
=\frac{e^2}{16\pi\varepsilon_0s}.
$$

This is half the magnitude of the interaction energy of two real charges at separation $2s$, because the image moves as the ion moves.

The energy $\Delta$ has become kinetic energy of the ion. After neutralization the atom keeps that motion, while the image attraction is gone. The electronic release is therefore

$$
I'(s)=I-\Delta(s),\qquad
I>2\phi+\frac{e^2}{16\pi\varepsilon_0s}.
$$

Since $\Delta>0$, the familiar condition $I>2\phi$ is necessary but not sufficient. The emitted electron's own image attraction needs no further term, because $E$ is its energy far from the surface. The neutral atom's interaction with the metal has been neglected, as have all interactions of the ion beyond its image attraction. For closed-shell atoms such as helium and argon this is a fair first approximation while they remain far enough out that their electron clouds overlap little with the metal's. Atoms such as phosphorus and boron can bond to a metal, which may change $I'$ by several tenths of an eV or more at close range; for them the condition is only a guide near threshold.

## Does an intermediate excited atom avoid the cost?

The ion may first capture an electron into an excited level, and the excited atom may then release its energy. Let that level have local binding energy $b$. Resonant capture conserves energy, so the electron comes from a metal level with $d_1=b$. Such a level exists and is occupied if $\phi\le b\le E_F+\phi$. The excited atom then holds the energy $E^*=I'-b$ above its ground state. If this energy goes to a metal electron of binding $d_2$, then

$$
E=E^*-d_2=I'-b-d_2\le I'-2\phi .
$$

The other possibility is that a metal electron fills the deep vacancy and the excited electron leaves. This releases $I'-d_2$ and costs $b$, so $E$ is the same. The detour changes the rate and the spectrum, but not the bound, provided $I'$ is taken at the distance where the first capture occurs.

An atom that arrives already excited is a different case. It has its outer electron from the start, so the metal supplies one electron instead of two, and the condition becomes $E^*>\phi$. This holds while the excited level stays below the Fermi level, $b\ge\phi$. The image shift lowers $b$ as the atom approaches. For metastable helium, whose free binding energy is about 4.7 eV, $b$ drops below 4.5 eV more than 1 nm from the surface. The atom can then lose its outer electron to an empty metal level and be neutralized as an ion, with the lower endpoint $I'-2\phi$. The same shift closes resonant capture into that level at shorter distances.

## Why emission does not switch on abruptly

Define the excess energy $\delta=I'-2\phi$. At $\delta=0$ both electrons would have to come from the Fermi level itself, and the emitted one would have no speed outside. To find the yield just above this point we need a model.

Let $x_1$ and $x_2$ be the depths of the two electrons below the Fermi level, so that $E=\delta-x_1-x_2$. The free-electron density of states is proportional to $\sqrt{E_F-x}$. The number of pairs with total depth $q$ is then proportional to

$$
A(q)=\int\sqrt{E_F-x}\,\sqrt{E_F-q+x}\;dx ,
$$

where both depths must lie between 0 and $E_F$.

Inside the metal the excited electron has kinetic energy $E+V_0$, with $V_0=E_F+\phi=11.5$ eV. A smooth surface conserves its momentum parallel to the surface, so the part of the energy belonging to perpendicular motion must exceed $V_0$:

$$
(E+V_0)\cos^2\theta>V_0 .
$$

If all directions are equally likely, $\cos\theta$ is uniform between $-1$ and 1. The fraction of all excited electrons that move outward and escape is

$$
P(E)=\frac12\left(1-\sqrt{\frac{V_0}{E+V_0}}\right).
$$

Take the Auger matrix element as constant and weight each final state by its density, proportional to $\sqrt{E+V_0}$. The yield per neutralized ion is

$$
\gamma=\frac{\int_0^\delta A(\delta-E)\sqrt{E+V_0}\,P(E)\,dE}
{\int_{-\phi}^{\delta}A(\delta-E)\sqrt{E+V_0}\,dE}.
$$

The denominator starts at $-\phi$ because the excited electron must find an empty level, and these begin at the Fermi level.

For small $\delta$ the pairs lie close to the Fermi level. Each square root in $A$ is then nearly $\sqrt{E_F}$, and the integration length is $q$, so $A(q)\simeq E_Fq$. Expanding $(1+E/V_0)^{-1/2}\simeq1-E/(2V_0)$ gives $P\simeq E/(4V_0)$. The numerator becomes

$$
\frac{E_F\sqrt{V_0}}{4V_0}\int_0^\delta E(\delta-E)\,dE
=\frac{E_F}{4\sqrt{V_0}}\left(\frac{\delta^3}{2}-\frac{\delta^3}{3}\right)
=\frac{E_F\,\delta^3}{24\sqrt{V_0}} .
$$

With $D_0$ denoting the denominator at $\delta=0$, the leading law is

$$
\gamma\simeq\frac{E_F}{24\sqrt{V_0}\,D_0}\,\delta^3 .
$$

Two powers of $\delta$ come from the number of electron pairs that can emit, and one from the opening of the escape cone. For the present parameters, numerical integration of $D_0$ gives a coefficient of $5.35\times10^{-4}$ eV$^{-3}$. In the opposite limit $E\gg V_0$, $P$ tends to $1/2$: the barrier no longer matters, but half of the electrons start inward. The model includes no later scattering that could turn them back.

## Four ions before the same metal

Keep $\phi=4.5$ eV, so the least local recombination energy is

$$
2\phi=9.0\ \text{eV}=1.44\times10^{-18}\ \text{J}.
$$

Let neutralization occur at $s=0.30$ nm. With $e^2/(4\pi\varepsilon_0)=1.44$ eV nm,

$$
\Delta=\frac{1.44}{4(0.30)}=1.20\ \text{eV}.
$$

The free ionization energies below are differences between computed total energies of ion and atom. The method is frozen-core unrestricted coupled cluster with single and double excitations in the cc-pVTZ basis; the one-electron ion He$^+$ needs no correlation treatment. Relativity, spin-orbit coupling, core correlation and higher excitations are left out. Going from the smaller cc-pVDZ basis to cc-pVTZ raises the four values by 0.13 to 0.21 eV. They are still not converged: the larger cc-pVQZ basis with perturbative triple excitations gives about 24.56, 15.71, 10.50 and 8.23 eV for He, Ar, P and B. The second decimal therefore has no physical weight, and for argon the first decimal moves by 0.2 eV. With these values the argon yield below would be 0.022 instead of 0.020, and the phosphorus yield about $1\times10^{-5}$; the signs of $\delta$ do not change.

| Ion | $I$ (eV) | $I-2\phi$ (eV) | $\delta$ (eV) | $\gamma$ |
|---|---:|---:|---:|---:|
| He$^+$ | 24.53 | 15.53 | 14.33 | 0.12 |
| Ar$^+$ | 15.50 | 6.50 | 5.30 | 0.020 |
| P$^+$ | 10.42 | 1.42 | 0.22 | below $10^{-5}$ |
| B$^+$ | 8.17 | −0.83 | −2.03 | 0 |

For argon the steps are

$$
I'=15.50-1.20=14.30\ \text{eV},\qquad
\delta=14.30-9.00=5.30\ \text{eV}.
$$

The yields come from numerical integration of the full expression for $\gamma$. The cubic law would give 0.08 for argon, four times too much, so 5.30 eV is outside its range. The formula shows why: away from threshold $A(q)$ falls below $E_Fq$, $P$ falls below $E/(4V_0)$, and the denominator grows because more transitions inside the metal become possible. For argon this last effect is the largest: the denominator is three times $D_0$. The growth of the final-state density raises the numerator by about 11 percent, but it also supplies a factor of about 1.15 of the denominator's growth, so its net effect on $\gamma$ is small.

Boron fails even the weaker condition $I>2\phi$. Phosphorus passes it by 1.42 eV, yet the image shift removes most of that margin. At $s=0.20$ nm the shift is 1.80 eV and $\delta=-0.38$ eV; at 0.40 nm it is 0.90 eV and $\delta=0.52$ eV. The sign of the answer depends on a distance that this model does not determine. A change of 0.3 eV in the work function also moves the threshold by 0.6 eV. For phosphorus the sound conclusion is that potential emission is very weak or absent in this model.

## How sharp is the threshold for a moving ion?

The bound was derived for an ion at rest. Motion can add some energy to the Auger process itself. In the frame of a heavy ion moving at speed $v$, each initial metal electron can have speed up to $v_F+v$. If the excited electron has speed $w$ in that frame, energy conservation reads

$$
\frac m2w^2-V_0=I'+2\left[\frac m2(v_F+v)^2-V_0\right],
$$

so that

$$
\frac m2w^2=I'-V_0+m(v_F+v)^2 .
$$

In the laboratory its speed is at most $w+v$, and the endpoint is

$$
E_{\max}=\frac m2(w+v)^2-V_0 .
$$

For $v=0$, using $mv_F^2=2E_F$, this returns $I'-2V_0+2E_F=I'-2\phi$, as it must. For argon at 100 eV the endpoint rises by 0.70 eV. This is an upper estimate and not a prediction: it assumes a uniform potential and an emitted electron that moves in the same direction as the ion. When the ion approaches head-on, that direction points into the metal, so the rise is smaller for electrons that leave directly through the surface. Restricted to directions inside the escape cone, the same balance gives at most about 0.14 eV for argon and 0.16 eV for phosphorus at 100 eV.

The finite duration of the encounter also blurs the energy. If the coupling changes over $a=0.1$ nm, the width is of order $\hbar v/a=0.14$ eV. For electrons that escape, both effects are modest beside argon's 5.30 eV, but comparable with phosphorus's 0.22 eV.

Temperature matters much less here. At 300 K, $k_BT=0.026$ eV. To make up boron's deficit of 2.03 eV thermally, the two electrons would together have to lie that far above the Fermi level. The corresponding Boltzmann factor is about $10^{-34}$.

## What it does to an ion-dose reading

Suppose that 100 eV argon ions strike a metal collector, and that nothing returns the emitted electrons. A fluence of $10^{15}$ ions/cm$^2$ delivers 160.2 µC/cm$^2$. Each emitted electron leaves one more positive charge behind, so the meter reads

$$
160.2\,(1+0.020)=163.4\ \text{µC/cm}^2 .
$$

The reading is 2.0 percent above the true ion charge, or about 2.2 percent with the better-converged argon ionization energy. With the other parameters fixed, moving the neutralization distance from 0.20 to 0.40 nm changes the yield from 0.015 to 0.023.

At higher ion energies kinetic emission must be added. On real metals it can begin well below the 10.1 keV found above for argon, through processes that the estimate for binary collisions with free electrons leaves out. The model yield is also probably too low. For slow argon ions on clean tungsten, whose work function is similar, the yield is roughly 0.1; a yield of that size would raise the reading error to about 10 percent. One possible reason is the assumption of equal directions inside the metal, since excitation at the surface may favour outward motion, but this is not tested here. An electric or magnetic field that returns the electrons to the collector removes most of this error whatever the yield.

Real surfaces also carry adsorbates and oxides. An adsorbate that changes $\phi$ shifts the threshold by twice that change. A thick insulating film breaks the derivation more deeply: its highest occupied states lie at the top of a valence band, so their binding energy replaces $\phi$ in the balance, and two holes left close together cost additional repulsion energy. The factor of two survives as a count of electrons, but the metal's work function is then no longer the energy to be counted.
